\section*{Mean life of two series capacitors with voltage-accelerated shorting}

\section*{Question}

A capacitor held at a constant voltage $U$ fails by shorting. Its failure rate, meaning the probability per unit time of shorting given that it has not yet done so, does not depend on its age and follows a power law in the voltage,
\begin{equation}
\lambda(U)=\lambda(V)\left(\frac{U}{V}\right)^{n}. \label{rate}
\end{equation}
Here $V$ is a fixed supply voltage and $n$ a constant exponent. One such capacitor connected alone across $V$ has mean life $\tau$.

Two identical capacitors of this kind are now connected in series across the same supply, at the same temperature. Take the following as given until a part says otherwise.
\begin{itemize}
\item The two capacitors fail independently, apart from the effect of each on the other's voltage.
\item While both are intact, each carries $V/2$.
\item A short is permanent and has negligible resistance. The survivor then carries $V$, after a delay negligible beside $\tau$, and it withstands the change.
\item The pair has failed when both capacitors have shorted.
\end{itemize}

\begin{enumerate}
\item[(a)] Relate $\tau$ to $\lambda(V)$, and find the mean time to the first short in the pair.
\item[(b)] Find the mean life of the pair in units of $\tau$. Examine $n=0$, $n=1$ and large $n$, and find what would follow if the survivor stayed at $V/2$.
\item[(c)] Find the probability that the pair survives to time $t$, the standard deviation of its life, and its failure probability at early times.
\item[(d)] Evaluate these results for $V=100$ V, $n=3$, $\tau=1000$ h and, for the early failures, $t=100$ h.
\item[(e)] The capacitors have equal capacitance $C$ but leakage resistances $R_1$ and $R_2$. How is a dc voltage divided, how soon, and what happens to the mean life? Take $C=1\ \mu$F, $R_1=2\times10^8\ \Omega$, $R_2=10^8\ \Omega$.
\item[(f)] Replace the constant rate by wear-out. Each capacitor accumulates damage $D=\int (U/V)^n\,dt$ and shorts when $D$ reaches a random threshold $X$, with $P(X>x)=\exp[-(x/\eta)^\beta]$. Find the new life ratio, keeping the mean life $\tau$ of the single capacitor fixed.
\item[(g)] Estimate the other main corrections for a multilayer ceramic capacitor, and say how far the result can be applied to one.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The first short}

Let $S(t)$ be the probability that a device with constant rate $\lambda$ is intact at time $t$. In $dt$ a fraction $\lambda\,dt$ of the intact devices fails, so $dS/dt=-\lambda S$ with $S(0)=1$, and $S=e^{-\lambda t}$. The density of failure times is $-dS/dt$. Integration by parts gives the mean life,
\begin{equation}
\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=\bigl[-tS\bigr]_0^\infty+\int_0^\infty S\,dt
=\int_0^\infty e^{-\lambda t}dt=\frac1\lambda ,
\end{equation}
because $tS$ vanishes at both limits. For the single capacitor across $V$ this means $\tau=1/\lambda(V)$.

In the pair each capacitor starts at $V/2$, and equation (\ref{rate}) gives it the rate $2^{-n}/\tau$. Both are intact at time $t$ with probability
\begin{equation}
e^{-2^{-n}t/\tau}\,e^{-2^{-n}t/\tau}=e^{-at},\qquad
a=\frac{2\cdot2^{-n}}{\tau}=\frac{2^{1-n}}{\tau}. \label{a}
\end{equation}
The product is allowed because the failures are independent while the voltages stay at $V/2$. The mean time to the first short is therefore
\begin{equation}
\langle T_1\rangle=\frac1a=2^{n-1}\tau .
\end{equation}
Halving the voltage multiplies the mean life of a given capacitor by $2^n$. One factor of 2 is lost because either of the two may fail first.

\subsection*{(b) The mean life of the pair}

After the first short the survivor carries $V$ and has the rate $b=1/\tau$. Its earlier time at $V/2$ does not matter, since by assumption the rate depends on the present voltage and not on age. Its further life $T_2$ thus has the same distribution as the life of a new capacitor across $V$, with mean $\tau$. By symmetry this holds whichever capacitor shorted first. The mean of a sum is the sum of the means, so
\begin{equation}
\boxed{\;\frac{\langle T\rangle}{\tau}
=\frac{\langle T_1\rangle+\langle T_2\rangle}{\tau}=1+2^{\,n-1}\;} \label{main}
\end{equation}
This is the ratio of the two mean lives. The excess of the pair over the single capacitor is $2^{n-1}\tau$, which is the waiting time for the first short.

For $n=0$ the voltage has no influence, and the life of the pair is the longer of two independent exponential lives. Both have failed by time $t$ with probability $(1-e^{-t/\tau})^2$, so the mean is
\begin{equation}
\int_0^\infty\left[1-(1-e^{-t/\tau})^2\right]dt
=\int_0^\infty\left(2e^{-t/\tau}-e^{-2t/\tau}\right)dt
=2\tau-\frac{\tau}{2}=\frac32\tau ,
\end{equation}
in agreement with $1+2^{-1}$. For $n=1$ the two half-voltage rates add up to the full-voltage rate. Each stage then lasts $\tau$ on average, and the ratio is 2. For large $n$ the first stage dominates: the pair spends nearly all its life with both capacitors intact, and the second stage adds a relative amount $2^{1-n}$.

If the survivor stayed at $V/2$, its mean further life would be $2^n\tau$ and the ratio would be $2^{n-1}+2^n$. The transfer of voltage replaces the term $2^n$ by 1. At $n=0$ the two expressions agree, as they must when voltage has no effect.

\subsection*{(c) Survival, spread and early failures}

Let $P_0$ be the probability that both capacitors are intact and $P_1$ the probability that one has shorted. Then $P_0=e^{-at}$. The state with one short is entered at rate $a$ and left at rate $b$:
\begin{equation}
\frac{dP_1}{dt}=aP_0-bP_1,\qquad P_1(0)=0 .
\end{equation}
Multiplying by $e^{bt}$ gives $d(e^{bt}P_1)/dt=a\,e^{(b-a)t}$. Integration from 0 to $t$ yields, for $a\neq b$,
\begin{equation}
P_1=\frac{a}{b-a}\left(e^{-at}-e^{-bt}\right).
\end{equation}
The pair works in both states, so its survival probability is
\begin{equation}
S(t)=P_0+P_1=\frac{b\,e^{-at}-a\,e^{-bt}}{b-a}. \label{surv}
\end{equation}
When $n=1$, $a=b=1/\tau$. The integrand $a\,e^{(b-a)t}$ is then the constant $a$, so $P_1=at\,e^{-at}$ and $S=(1+t/\tau)e^{-t/\tau}$.

For the spread, an exponential life of rate $\lambda$ has mean square $\int_0^\infty 2t\,e^{-\lambda t}dt=2/\lambda^2$, again by parts, and hence variance $2/\lambda^2-1/\lambda^2=1/\lambda^2$. The further life $T_2$ is independent of $T_1$, so the variances add:
\begin{equation}
\sigma_T=\sqrt{\frac1{a^2}+\frac1{b^2}}=\tau\sqrt{4^{\,n-1}+1}.
\end{equation}

At early times, expand the numerator of (\ref{surv}) to third order. The linear terms $-abt$ and $+abt$ cancel, leaving
\begin{equation}
b\,e^{-at}-a\,e^{-bt}\simeq(b-a)-\frac{ab(b-a)t^2}{2}+\frac{ab(b^2-a^2)t^3}{6}.
\end{equation}
Division by $b-a$ gives the failure probability $F=1-S$,
\begin{equation}
F\simeq\frac{ab\,t^2}{2}\left[1-\frac{(a+b)t}{3}\right],\qquad
\frac{ab\,t^2}{2}=2^{-n}\left(\frac t\tau\right)^2. \label{early}
\end{equation}
The single capacitor has $F\simeq t/\tau$ to leading order. The pair's probability is quadratic in time because two failures must occur in succession. Its early advantage, a factor of about $2^n\tau/t$, is therefore much larger than the ratio of mean lives when $t\ll\tau$.

\subsection*{(d) Numbers}

Each capacitor starts at 50 V. The rate of one at 100 V is $1/(1000\ \mathrm h)=0.001\ \mathrm{h^{-1}}$, and at 50 V it is $0.001/8=0.000125\ \mathrm{h^{-1}}$. Two such rates give $a=0.00025\ \mathrm{h^{-1}}$. Hence
\begin{equation}
\langle T\rangle=\frac{1}{0.00025\ \mathrm{h^{-1}}}+1000\ \mathrm h
=4000\ \mathrm h+1000\ \mathrm h=5000\ \mathrm h .
\end{equation}
This is about 208 days, against 42 days for the single capacitor: a ratio of 5 and an excess of 4000 h. With the survivor left at 50 V the ratio would have been $4+8=12$.

The standard deviation is $1000\sqrt{17}\ \mathrm h\simeq4120$ h, so the life of an individual pair is poorly predicted by its mean. At 100 h the single capacitor has failed with probability $1-e^{-0.1}=9.5\%$. For the pair the leading term of (\ref{early}) gives $0.1^2/8=0.125\%$, and the full expression (\ref{surv}) gives $0.120\%$. The difference is the bracket in (\ref{early}), which lowers the leading term by about $0.00125\times100/3=4\%$ of itself. At this time the pair is about 80 times less likely to have failed, although its mean life is 5 times as long.

\subsection*{(e) Unequal leakage}

Let $U$ be the potential of the midpoint above the grounded end, with capacitor 1 on the supply side. The current into the midpoint through capacitor 1 equals the current out through capacitor 2:
\begin{equation}
\frac{V-U}{R_1}+C\frac{d(V-U)}{dt}=\frac{U}{R_2}+C\frac{dU}{dt}.
\end{equation}
With $V$ constant this becomes
\begin{equation}
2C\frac{dU}{dt}=\frac{V}{R_1}-U\left(\frac1{R_1}+\frac1{R_2}\right).
\end{equation}
Setting $dU/dt=0$ gives the final value, and the coefficient of $U$ gives the time constant:
\begin{equation}
U_\infty=\frac{R_2}{R_1+R_2}V,\qquad
t_{\rm mid}=\frac{2C R_1R_2}{R_1+R_2}.
\end{equation}
A voltage applied quickly to uncharged capacitors first divides equally, because equal charges sit on equal capacitances. Leakage then shifts the midpoint. Here $t_{\rm mid}=133$ s, negligible beside thousands of hours, so the leakage resistances set the division during life. Equal capacitances alone do not secure the $V/2$ assumed above.

Let capacitor 1 carry the fraction $x=R_1/(R_1+R_2)$. The first short now comes at the rate $[x^n+(1-x)^n]/\tau$. Whichever capacitor survives then carries $V$ and lasts a further $\tau$ on average, so
\begin{equation}
\frac{\langle T\rangle}{\tau}=1+\frac{1}{f(x)},\qquad f(x)=x^n+(1-x)^n. \label{mismatch}
\end{equation}
The derivative is $f'(x)=n[x^{n-1}-(1-x)^{n-1}]$. For $n>1$ it is negative below $x=1/2$ and positive above, so $f$ is least and the mean life greatest at equal division. For $0<n<1$ the signs are reversed and equal division is the worst choice. For $n=1$ the division does not matter. As $x\to1$ with $n>0$, $f\to1$ and the ratio tends to 2: one capacitor bears the whole voltage until it shorts, and then the other does.

For the given resistances $x=2/3$, so the more resistive capacitor carries 66.7 V. Then $f=8/27+1/27=1/3$ and the ratio is 4 instead of 5. This assumes ohmic leakage. If the leakage current grows as $U^p$ with the same 2:1 prefactors, then $x/(1-x)=2^{1/p}$ and the imbalance is smaller: $p=2$ gives $x=0.586$ and a ratio of 4.7. Matched resistors in parallel with the capacitors, well below both leakage resistances, would bring the division close to equal at the cost of a standing current.

\subsection*{(f) Wear-out}

A single capacitor across $V$ gains damage at unit rate, so its life equals its threshold $X$, and $\langle X\rangle=\tau$. In the pair, let $m$ and $M$ be the smaller and larger thresholds. Damage first grows at the rate $2^{-n}$ in both, so the first short comes at $2^n m$. The survivor then has damage $m$ and needs $M-m$ more, which it gains at unit rate:
\begin{equation}
T=2^n m+(M-m)=(2^n-2)\,m+(M+m).
\end{equation}
Since $M+m=X_1+X_2$, its mean is $2\tau$. For the minimum,
\begin{equation}
P(m>x)=\left[e^{-(x/\eta)^\beta}\right]^2
=\exp\left[-\left(\frac{x}{2^{-1/\beta}\eta}\right)^{\beta}\right].
\end{equation}
This is the original distribution with its scale multiplied by $2^{-1/\beta}$, so $\langle m\rangle=2^{-1/\beta}\tau$ and
\begin{equation}
\frac{\langle T\rangle}{\tau}=2+(2^n-2)\,2^{-1/\beta}. \label{wear}
\end{equation}
For $\beta=1$ this is $2+2^{n-1}-1$, which is equation (\ref{main}): an exponential threshold means a constant rate per unit of damage. For $\beta\to\infty$ the thresholds coincide, both capacitors wear out together at half voltage, and the ratio is $2^n$.

For $n=3$, equation (\ref{wear}) gives 4.23 at $\beta=0.7$, where the failure rate at constant voltage falls with age instead of rising, and 6.24 at $\beta=2$. Following 400\,000 randomly drawn pairs of thresholds through the two stages gave $4.231\pm0.008$ and $6.239\pm0.005$ (one standard error), in agreement. When $n>1$ the ratio rises with $\beta$, because a narrower spread of thresholds delays the first short relative to the mean.

\subsection*{(g) Other corrections and the real case}

Each correction below is applied alone to the ratio of 5, with the other parameters held fixed.

\paragraph{Common cause.} Suppose that events such as a mechanical overload occur at a rate $c/\tau$ and destroy the whole pair, or the single capacitor, whatever the voltage. Write $\alpha=2^{1-n}$. The first stage lasts $\tau/(\alpha+c)$ on average and ends in an ordinary short with probability $\alpha/(\alpha+c)$. A second stage of mean $\tau/(1+c)$ then follows. The single capacitor now lasts $\tau/(1+c)$, so the ratio is
\begin{equation}
(1+c)\left[\frac1{\alpha+c}+\frac{\alpha}{(\alpha+c)(1+c)}\right]
=\frac{1+c+\alpha}{\alpha+c}=1+\frac1{\alpha+c}.
\end{equation}
For $c=0.05$ it is $1+1/0.30=4.3$. The redundancy gives no protection against such events, and the ratio tends to 1 when they dominate. Early failures suffer more than the mean life, because these events add a term $ct/\tau$, linear in time, to the small failure probability of the pair. At 100 h with $c=0.05$ that probability is $1-S(t)\,e^{-ct/\tau}=0.62\%$ instead of 0.12\%, with $S$ from (\ref{surv}), and the pair is only about 16 times less likely to have failed than the single capacitor, instead of 80 times.

\paragraph{The short and the voltage step.} If the shorted capacitor keeps a fraction $s$ of its leakage resistance, an equally leaky survivor carries $V/(1+s)$ and lasts $(1+s)^n\tau$ on average. For $s=0.1$ the ratio is $4+1.1^3=5.3$. If instead the survivor always died at the step, the second stage would vanish and the ratio would be 4. Through a supply resistance of 1000 $\Omega$ the survivor recharges with time constant $10^3\ \Omega\times10^{-6}\ \mathrm F=0.001$ s. For a dielectric 5000 nm thick its field rises from 0.1 to 0.2 MV/cm, below a rough short-time strength of 0.5 MV/cm, so immediate breakdown is not expected of a sound layer.

\paragraph{Exponent and temperature.} With $\tau$ at 100 V held fixed, $n=2.5$ gives a ratio of 3.8 and $n=3.5$ gives 6.7. If the rate varies as $\exp(-E/k_BT)$ with $E=1.2$ eV, a pair at 405 K compared with a single capacitor at 400 K has all its rates raised by a factor of 1.537, and the ratio falls to $5/1.537=3.25$.

\paragraph{Equal capacitance.} If capacitance does not depend on voltage, the series pair has capacitance $C/2$, and doubling the area of each capacitor restores $C$. If shorts start at independent weak spots, the rate is proportional to area, both stages are halved, and the ratio becomes $(1+2^{n-1})/2=2.5$. This exceeds 1 when $n>1$. With four times the total electrode area, the series connection therefore lengthens the mean life under that condition. The capacitance equals $C$ only until the first short, however, since the survivor alone has $2C$. The first stage by itself lasts $2^{n-2}\tau$ on average, which is $2\tau$ for $n=3$ and exceeds $\tau$ only when $n>2$. In high-permittivity ceramics the capacitance falls under dc bias. Each series capacitor carries only half the voltage, so the pair keeps more than half the capacitance that the single capacitor has at $V$, and a smaller increase in area suffices.

\paragraph{Real capacitors.} The numbers are round values in the rough regime of an accelerated test on multilayer ceramic capacitors. An exponent near 3, an activation energy near 1 eV and a temperature near 400 K are reasonable there; the layer is thick compared with those of parts made for high capacitance per volume. The constant rate is not a secure assumption, since such ceramics can degrade under prolonged field and heat. A Weibull slope of 2 would move the ratio from 5 to 6.2. A lasting 2:1 imbalance unrelated to the state of wear moves the ratio to 4. An imbalance caused by degradation can act the other way, because the capacitor nearer to failure loses leakage resistance and sheds voltage, which delays the first short. In the damage model of (f) with $\beta=2$, if each resistance falls as $2^{-D/X}$, the ratio rises from 6.2 to about 6.8. For these parameters a factor of about 3 to 7 covers the single corrections evaluated above, leaving aside the comparison at equal capacitance. The range reflects the sizes chosen for them and is not a general bound: $n=4$ gives 9, $n=5$ gives 17, a pair 10 K hotter gives 2.1, and a 4:1 imbalance gives 2.9. The exponent in particular has to be measured for the part in question. Wear-out with a Weibull slope above about 3.8, where the standard deviation of the thresholds is less than about 30\% of their mean, would take the ratio above 7, and a very narrow spread would bring it close to $2^n=8$. Several corrections acting together could also lead outside that range. Extrapolation to service voltage needs $n$ and the failure mechanism to stay the same there, which a test at high voltage alone does not establish.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (round, rough values)
Voltage across the pair: 100 V
Dielectric thickness: 5000 nm
Temperature: 400 K
Voltage exponent n: 3
Mean life of one capacitor at full voltage: 1000 h
Capacitance of each: 1 uF
Leakage resistance of each: 1e+08 ohm
Supply resistance: 1000 ohm
MAIN RESULT
Voltage on each at start: 50 V
Rate of one at full voltage: 0.001 1/h
Rate of each at half voltage: 0.000125 1/h
Rate of first short in the pair: 0.00025 1/h
Mean time to first short: 4000 h
Mean further life of survivor: 1000 h
Mean life of pair: 5000 h
Mean life of pair, converted: 208.3 days
Mean life of one, converted: 41.67 days
Life ratio pair/one: 5
Ratio if survivor wrongly stays at V/2: 12
Standard deviation of pair life: 4123 h
Time for failure probabilities: 100 h
Failure probability, one: 9.516 %
Failure probability, pair: 0.1199 %
Same, early-time formula: 0.125 %
NEGLECTED EFFECTS (life ratio unless a unit is given)
Leakage resistances 2:1: 4
Voltage on the more resistive one: 66.67 V
Midpoint relaxation time, 2:1: 133.3 s
Survivor recharge time: 0.001 s
Weibull slope 0.7: formula 4.229, sampled 4.231 +/- 0.008
Weibull slope 1.0: formula 5.000, sampled 4.995 +/- 0.007
Weibull slope 2.0: formula 6.243, sampled 6.239 +/- 0.005
Common-cause rate / full-voltage rate: 0.05
With that common cause: 4.333
Short resistance / leakage resistance: 0.1
With that imperfect short: 5.331
Survivor always dies at the voltage step: 4
n lower by 0.5: 3.828
n higher by 0.5: 6.657
Areas doubled to restore capacitance: 2.5
Activation energy (rough): 1.2 eV
Pair hotter than single by: 5 K
Rate increase factor from that heating: 1.537
With that heating: 3.253
Field at half voltage: 0.1 MV/cm
Field at full voltage: 0.2 MV/cm
Short-time strength (rough): 0.5 MV/cm
\end{verbatim}
